# Choosing how far to slow surface diffusion in kinetic Monte Carlo

## What the setting must not spoil

A lattice kinetic Monte Carlo (KMC) run fed with barriers from electronic-structure calculations can spend nearly all its events on diffusion. In the silicon growth model below, one deposited atom costs about 48,000 events, of which three are reactions. One remedy is a setting that slows the fast hops. Used without a criterion, it can fail in two ways. If hops in one direction are slowed and their reverses are not, the surface settles into a wrong equilibrium, which shifts the growth rate by 25 % in a case below. If all hops are slowed too far, reactions act on a surface that has not had time to mix.

The analysis gives a rule for each danger: slow a hop and its reverse by the same factor, and choose that factor by the error in both the mean growth and its fluctuations.

## The model and the safe way to slow it

Algebra is in atomic units with $k_B=1$; rates in numerical results are per second or relative to the desorption rate. Consider a ring of $M$ silicon dimers, each with two hydrogen sites.

- Silane adsorbs on two adjacent bare dimers at rate $k_a$, leaving one Si in the film and four H on the surface.
- Two H on the same side of neighbouring dimers leave as H$_2$ at rate $k_d$.
- H hops along the row at rate $k_{row}$ if alone on its dimer and at $bk_{row}$ if paired, with $b=e^{-E_{pair}/T}$.
- A lone H crosses its dimer at rate $k_{cross}$.

Deposition is assumed to renew the same lattice, and silane fragments are assumed short-lived. Reactions change the number of H by $+4$ or $-2$, so a ring that starts bare always holds an even number. Only such configurations enter the growth calculations below.

A configuration $x$ with $p$ doubly occupied dimers has equilibrium weight $w(x)=b^{-p}$. For a row hop, let $\sigma=1$ if the atom leaves a partner and $\tau=1$ if it gains one; otherwise they are zero. The new pair number is $p'=p-\sigma+\tau$. The forward rate is $k_{row}b^\sigma$ and the reverse rate $k_{row}b^\tau$, so

$$b^{-p}k_{row}b^\sigma=b^{-p'}k_{row}b^\tau .$$

This is detailed balance. Crossing leaves $p$ unchanged and has equal rates both ways, so it obeys it too. Multiplying $k_{row}$ by any factor preserves the equality, and $k_{cross}$ may have a different factor. Slowing lone-atom hops down to the speed of paired ones, however, replaces $b$ by 1 and erases the pairing energy from the equilibrium.

The setting is therefore a cap $R$ on each reversible class:

$$k'_{row}=\min(k_{row},Rk_d),\qquad k'_{cross}=\min(k_{cross},Rk_d).$$

Paired row hops then run at $bk'_{row}$. They can be the bottleneck even when $R$ is large.

## Growth statistics from the master equation

Let $L_{xy}$ be the rate from $x$ to $y\ne x$, with diagonal elements that make each row sum to zero. Probabilities form a row vector obeying $\dot p=pL$. Let $C$ contain the deposition rates, and let $N$ count deposited Si atoms. Define $g_x(s,t)=\sum_N e^{sN}P(x,N,t)$. A deposition raises $N$ by one and so multiplies its gain term by $e^s$, while loss terms are unchanged:

$$\dot g=gL(s),\qquad L(s)=L+(e^s-1)C .$$

At long times $\langle e^{sN}\rangle$ grows as $e^{\lambda(s)t}$, where $\lambda$ is the leading eigenvalue. Since $\ln\langle e^{sN}\rangle$ generates cumulants, the mean rate is $J=\lambda'(0)$ and the variance rate is $V=\lambda''(0)$. Their ratio $F=V/J$ is 1 for independent random deposits.

To obtain usable formulas, let $\pi$ be the stationary distribution, $\mathbf 1$ the column of ones, and expand the right eigenvector as $\mathbf 1+s\phi+s^2\chi$, with $\pi\phi=0$. The terms of order $s$ and $s^2$ in the eigenvalue equation are

$$L\phi+C\mathbf 1=J\mathbf 1,$$

$$L\chi+C\phi+\tfrac12C\mathbf 1=\tfrac12V\mathbf 1+J\phi .$$

Multiply each by $\pi$ from the left. Because $\pi L=0$ and $\pi\phi=0$,

$$J=\pi C\mathbf 1,\qquad V=J+2\pi C\phi .$$

The first-order equation also says that $\phi_x$ is the expected excess of future deposits when starting from $x$. Thus $(F-1)/2=\pi C\phi/J$ is the mean excess following a deposit. For the unslowed ring of five dimers $F=0.436$, so this excess is $-0.28$: one deposit suppresses, on average, 0.28 later ones. A slowed simulation has to reproduce this memory as well as the mean.

## Why slowing works, and its leading error

Put both hop classes at rate $\Lambda$ and write $L=S+\Lambda D$, where $S$ contains reactions and $D$ contains hops. Hops conserve the number $n$ of hydrogen atoms and connect all configurations of equal $n$. Let $\mu_n(x)$ be the normalized equilibrium distribution at fixed $n$. Define $P_{nx}=\mu_n(x)$, and $E_{xn}=1$ if $x$ contains $n$ atoms, zero otherwise. Then

$$PD=0,\qquad DE=0,\qquad PE=1 .$$

These express equilibrium, conservation and normalization.

Let $S(s)=S+(e^s-1)C$. Insert $\rho=\rho_0+\rho_1/\Lambda+\rho_2/\Lambda^2+\dots$ and $\lambda=\lambda_0+\lambda_1/\Lambda+\dots$ into $\rho[S(s)+\Lambda D]=\lambda\rho$. The first three orders are

$$\rho_0D=0,$$

$$\rho_0S(s)+\rho_1D=\lambda_0\rho_0,$$

$$\rho_1S(s)+\rho_2D=\lambda_0\rho_1+\lambda_1\rho_0 .$$

The first gives $\rho_0=\ell P$: at each $n$ the configurations are in equilibrium, with amplitudes $\ell_n$ still unknown. Multiplying the second by $E$ removes $\rho_1D$ and gives

$$\ell A=\lambda_0\ell,\qquad A=PS(s)E .$$

So the limiting process is a chain in $n$ alone, with reaction rates averaged over equilibrium. It determines the limits $J_0$ and $V_0$.

For the correction, use the group inverse $G$ of $-D$, defined by $G(-D)=(-D)G=1-EP$, $PG=0$ and $GE=0$. The second equation is solved by

$$\rho_1=\ell PS(s)G+mP,$$

with $m$ free, since

$$\rho_1(-D)=\ell PS(s)(1-EP)=\rho_0S(s)-\ell AP=\rho_0S(s)-\lambda_0\rho_0 .$$

Now multiply the third equation by $E$. Because $GE=0$, $\rho_1E=m$, and

$$\ell B+mA=\lambda_0m+\lambda_1\ell,\qquad B=PS(s)GS(s)E .$$

Multiplication by the right eigenvector $r$ of $A$, for which $Ar=\lambda_0r$, cancels the terms in $m$:

$$\lambda_1=\frac{\ell Br}{\ell r}.$$

On a finite lattice the averaged chain connects all its levels, so its leading eigenvalue is simple and the expansion may be differentiated at $s=0$. With rates measured in $k_d$, $\Lambda$ becomes $R$ and

$$J(R)=J_0+\frac{J_1}{R}+O(R^{-2}),\qquad V(R)=V_0+\frac{V_1}{R}+O(R^{-2}),$$

where $J_1=\lambda_1'(0)$ and $V_1=\lambda_1''(0)$. If the two classes have different speeds, $D$ and the coefficients change, but $J_0$ and $V_0$ do not.

There is a case in which $J$ gives no warning. If reactions obey detailed balance with the same weights, up to a factor $\zeta^n$, then one distribution satisfies both $\pi S=0$ and $\pi D=0$. It is stationary for every $\Lambda>0$, so $J=\pi C\mathbf 1$ does not depend on hop speed. The equation for $\phi$ still contains $\Lambda$, so $V$ may. This is a reason to monitor fluctuations too.

## The perfectly mixed limit

The averaged rates can be found without listing configurations. At equilibrium the dimers are independent apart from the fixed total $n$. With a counting variable $\zeta$, one dimer contributes $1+2\zeta+\zeta^2/b$: bare, two single occupations, and a pair. Setting $\zeta=\sqrt b\,z$ turns this into

$$Q(z)=1+2\sqrt b\,z+z^2 .$$

The substitution multiplies all coefficients of the same $n$ by a common factor, which cancels in probabilities. Write $[z^n]$ for "coefficient of $z^n$". Two given dimers are bare with probability $[z^n]Q^{M-2}/[z^n]Q^M$. A dimer with H on a chosen side contributes $\sqrt b\,z+z^2$. There are $M$ neighbour pairs and two sides, hence

$$k_{n\to n+4}=k_aM\frac{[z^n]Q^{M-2}}{[z^n]Q^M},$$

$$k_{n\to n-2}=2k_dM\frac{[z^n](\sqrt b\,z+z^2)^2Q^{M-2}}{[z^n]Q^M}.$$

If perfect mixing is imposed first and $M\to\infty$ second, coverage fluctuations become negligible and dimers are independent with one value of $z$. Let $q=Q(z)$ and $a=k_a/k_d$. Hydrogen gain balances loss:

$$4\frac{k_a}{q^2}=2\cdot2k_d\frac{(\sqrt b\,z+z^2)^2}{q^2}.$$

Cancelling and taking the positive root gives $z^2+\sqrt b\,z=\sqrt a$, so

$$z=\frac{-\sqrt b+\sqrt{b+4\sqrt a}}2,\quad q=1+\sqrt a+\sqrt b\,z,\quad j=\frac{k_a}{q^2},$$

where $j$ is the growth rate per dimer. Raising $b$ lowers $z$; since $\sqrt b\,z=\sqrt a-z^2$, it raises $q$ and lowers $j$. Erasing the pairing energy therefore reduces growth in this limit, because pairing leaves more dimers bare.

## Silane growth at 800 K

The example uses rough typical values for Si(100): barriers of 2.5 eV for desorption, 1.7 eV for row hops and 1.4 eV for crossing, a pairing energy of 0.25 eV, and prefactors of $10^{15}$ s$^{-1}$ for desorption and $10^{13}$ s$^{-1}$ for hops. At 800 K, $T=0.06894$ eV in energy units, so

$$k_d=10^{15}e^{-2.5/0.06894}=0.178\ \mathrm{s^{-1}},\qquad b=e^{-0.25/0.06894}=0.0266 .$$

Likewise $k_{row}=195$ s$^{-1}$ and $k_{cross}=15{,}100$ s$^{-1}$. The adsorption rate is the gas impingement rate on one dimer's area, set in the model to $(0.543\ \mathrm{nm})^2$, times a sticking probability of $10^{-4}$. At 1 mTorr and a gas temperature of 300 K it is $0.1055$ s$^{-1}$, giving $a=0.592$.

Lone-atom row hops are 1096 times faster than desorption, but paired ones only $0.0266\times1096=29$ times faster. The headline ratio overstates the separation.

The ideal infinite row has $\sqrt a=0.770$, $z=0.800$ and $q=1.900$, so $j/k_d=0.592/1.900^2=0.164$.

For a ring of five dimers with both hop classes at $Rk_d$, the master equation gives:

| $R$ | $J/(Mk_d)$ | $F$ |
|---:|---:|---:|
| 1 | 0.1247 | 0.548 |
| 10 | 0.1362 | 0.472 |
| 100 | 0.1557 | 0.428 |
| 1000 | 0.1614 | 0.436 |
| limit | 0.1622 | 0.438 |

The computed slope is $J_1/J_0=-4.82$. It predicts a shortfall from the limit of 0.48 % at $R=1000$, where the actual value is 0.47 %. At $R=100$ it predicts 4.8 % against 4.0 %, and at $R=10$ it predicts 48 % against 16 %. The first-order law has failed by then. Between $R=10^4$ and $2\times10^4$ the part of $J$ beyond first order falls by a factor of 3.995, close to the factor 4 of a $1/R^2$ term.

$F$ does not approach its limit from one side. It starts above, crosses between $R=10$ and 100, and finally rises from below. The last part follows from $V_1/V_0=-9.04$: to first order the relative change in $F$ is $(-9.04+4.82)/R=-4.22/R$. Near the crossing $F$ agrees with its limit although $J$ does not, so agreement in one statistic at one cap proves little.

For four dimers at $R=10^6$, the growth rate differs from its limit by 0.0003 % when the classes keep their equilibrium. With lone and paired row hops made equally fast, it differs by 25 %. Faster diffusion cannot repair this error, since it mixes the surface towards the wrong distribution.

A KMC simulation coded from local rules was compared with the master equation for five dimers at $R=20$. For a stationary start the finite-time variance is

$$\operatorname{Var}N(t)=Jt+2\int_0^t(t-u)\,\pi Ce^{Lu}(C\mathbf 1-J\mathbf 1)\,du .$$

Insert $C\mathbf 1-J\mathbf 1=-L\phi$ and integrate by parts. The integral becomes $\pi C(t\phi-\int_0^te^{Lu}\phi\,du)$. With $\phi=-L\psi$ and $\pi\psi=0$, the remaining integral is $\psi-e^{Lt}\psi$, whose second term decays. Thus $\operatorname{Var}N(t)\simeq Vt-2\pi C\psi$. Over 112 s, 6000 runs gave a mean of 14.28 deposits and a variance of 6.48; the master equation gives 14.26 and 6.49. The standard error of the mean is $\sqrt{6.49/6000}=0.03$.

## Selecting the cap

The reference should be the unslowed surface, not the infinitely fast limit. Here the unslowed five-dimer ring has $J/(Mk_d)=0.1615$, already 0.4 % below the limit.

A logarithmic scan of caps, with all other parameters fixed, in steps of about 1.33 was used to find the smallest scanned $R$ from which $J$ and $F$ both stay within 2 % of their unslowed values. The result is $R=220$, with a worst error of 1.6 %. Paired row hops are then about $0.0266\times219.6=5.8$ times faster than desorption. Row hops are slowed by 5.0 and crossings by 387. Events per deposited Si fall from 48,200 to 321, a factor of 150.

Most of the saving comes from crossings. Each Si requires one deposition and two H$_2$ desorptions, leaving about 48,221 hops before slowing and 318 after. If a fraction $f$ of the original hops are along the row, and occupations change little, then

$$\frac f{5.0}+\frac{1-f}{387}\simeq\frac{318}{48{,}221},$$

so $f\simeq0.02$. Separate factors for separate reversible classes are therefore worthwhile: the idle crossings can be slowed far more than the row hops that mix the surface.

For another system, the following procedure applies.

1. Group each hop with its reverse, and include every hop needed to connect configurations of equal composition.
2. Compare the slowest of these, including those held back by attraction, with the fastest reaction.
3. Raise the cap by factors of two or more until both $J$ and $F$ settle well within the accepted error. If the error relative to the fast limit falls as $1/R$, the change on doubling $R$ equals the part of it that remains; if it falls more slowly, more error remains than the change suggests. A small change in $F$ alone can mark a turning point, since $F$ first falls and then rises in the table above. Small changes can also occur far below the first-order regime, where lone atoms already mix but paired ones do not: from $R=1$ to 2, $J$ changes by 2.0 % and $F$ by 2.5 %, while $J$ is still 21 % low. The test is meaningful only once the slowest hops outrun the reactions.
4. Repeat when temperature, pressure or lattice size changes. Here $k_{row}/k_d=0.01\,e^{0.8\,\mathrm{eV}/T}$, so heating brings the hop and desorption rates closer together. This ratio alone does not give the room for slowing, because the cap that is needed also changes with $a$ and $b$. For five dimers at fixed pressure, the factor by which row hops may be slowed within 2 % actually rises on heating, from about 3 at 750 K to about 6 at 800 K and about 13 at 850 K.

In the first-order regime, runs with both hop classes set to $Rk_d$ at two values of $R$ also give an extrapolation. Eliminating $J_1$ between $R$ and $10R$ yields $J_0\simeq[10J(10R)-J(R)]/9$. From $R=1000$ and $10{,}000$, where $J/(Mk_d)$ is 0.161439 and 0.162127, this gives 0.162203 against the limit 0.162205. From $R=10$ and 100 it gives 0.1579, which is 2.7 % low. Extrapolation cannot rescue caps outside the regime, and it leads to the perfectly mixed limit rather than to the real hop speed.

## Why a small ring cannot certify a large one

The correction contains $G$, whose size is set by the slowest relaxation under hopping. For a single H on the ring, a density wave of wavenumber $k$ decays at $2\Lambda(1-\cos k)$. The longest wave has $k=2\pi/M$ and, for large $M$, decays at about $4\pi^2\Lambda/M^2$. With pairing the slowest mode is slower still: on rings of four to six dimers it occurs when only two sites are empty and decays at about $b$ times the single-H rate, $0.037\Lambda$ instead of $1.38\Lambda$ for five dimers. The dependence on $M$ is the same, so mixing a larger lattice takes longer.

A linear theory of density fluctuations indicates the consequence. Let $\mathcal D\propto R$ be the collective diffusion coefficient, $\kappa$ the rate at which reactions relax the coverage, $\sigma$ their noise strength, and $\chi$ the equilibrium fluctuation strength. The fluctuation $S_k$ obeys

$$\dot S_k=-2(\kappa+\mathcal Dk^2)S_k+\sigma+2\mathcal Dk^2\chi,$$

so in the steady state

$$S_k-\chi=\frac{\sigma-2\kappa\chi}{2(\kappa+\mathcal Dk^2)} .$$

On a well-mixed ring, waves with $k=2\pi m/M\ne0$ contribute to the local fluctuation an amount proportional to

$$\frac1M\sum_{m\ne0}\frac{M^2}{4\pi^2m^2\mathcal D}=\frac M{12\mathcal D},$$

where $\sum_{m\ne0}m^{-2}=\pi^2/3$. This is a $1/R$ error whose coefficient grows with $M$. On an infinite row the sum becomes

$$\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac1{\kappa+\mathcal Dk^2}=\frac1{2\sqrt{\kappa\mathcal D}},$$

suggesting an error that falls only as $R^{-1/2}$. This scaling is an estimate from linear theory and was not tested numerically.

The small rings do show a growing error. Capping at $R=100$ lowers growth relative to the unslowed ring by 2.6 %, 3.6 % and 4.1 % for four, five and six dimers. The increase slows with size (4.4 % and 4.6 % for seven and eight), and rings this small do not show that long density waves are its cause. For twenty dimers, KMC gives $J/(Mk_d)=0.140\pm0.001$ at $R=20$ and $0.153\pm0.001$ at $R=100$ (standard errors), against a perfectly mixed value of 0.162. The cap $R=220$ already misses the 2 % criterion on slightly larger rings: the master equation gives errors in $J$ of 1.9 %, 2.1 % and 2.2 % for six, seven and eight dimers. The unslowed twenty-dimer row was not simulated. On a production lattice the cap must be raised on that lattice itself.

## Reading the result for a real reactor

With these parameters the model is in an intermediate regime, where silane supply and hydrogen removal both limit deposition. This rests on the assumed sticking probability and on one desorption rate for every neighbouring same-side pair; on real Si(100) the desorption path and barrier depend on the local arrangement of hydrogen. A desorption barrier lower by 0.05 eV, for example, doubles $k_d$ but raises growth by only about a third. Each dimer area receives $0.1615\times0.1781=0.0288$ Si atoms per second. Two atoms per dimer make a layer 0.136 nm thick, so growth is 0.117 nm/min unslowed and 0.115 nm/min at $R=220$. These are model values for five dimers, not measurements, and they are not converged in ring size to the digits shown: from four to eight dimers the unslowed growth lies between 0.114 and 0.118 nm/min, $F$ falls from 0.456 to 0.421, and the response to the lower barrier rises from 29 % to 34 %.

An uncertain desorption barrier can matter more than this slowing error: lowering it by 0.05 eV raises growth by 32 %. A tunnelling correction for a rough barrier frequency of 1000 cm$^{-1}$ speeds hops by 13 % but changes growth by only 0.05 %. If H$_2$ were present at the silane pressure with a sticking probability of $10^{-6}$ on bare sites, its return rate would be at most 7 % of its departure rate, and lower because some sites are occupied. At higher H$_2$ pressure readsorption may need to be included. Real surfaces also have steps, many rows and hops between them; their effect was not computed.

The model also leaves out the motion of deposited silicon. With a rough barrier of 0.7 eV and the hop prefactor used above, a free adatom would make about $10^{10}$ hops in the mean time between deposits on one dimer. The model therefore addresses the amount deposited and its fluctuations, not film roughness. A roughness calculation needs adatom motion, and its cap must be converged against roughness itself. Further digits are in the numerical output.

## Calculated quantities

```
T = 800 K, gas 300 K, kT = 0.06894 eV
SiH4 pressure = 1.0 mTorr, sticking = 1e-04
barriers des, row, cross = 2.5, 1.7, 1.4 eV
pairing energy = 0.25 eV, b = 0.02661
prefactors des, hop = 1e+15, 1e+13 1/s
lattice constant = 0.543 nm, layer = 0.13575 nm
k_des = 0.1781 1/s, k_ads = 0.1055 1/s, a = 0.5924
k_row = 195.20 1/s, k_cross = 15149.1 1/s
R_row = 1095.9, R_cross = 85054, b*R_row = 29.16
M=5, both hop classes at R: J/M in k_des, F
  R =     1: 0.124742, 0.54782
  R =    10: 0.136167, 0.47207
  R =   100: 0.155694, 0.42783
  R =  1000: 0.161439, 0.43601
  R = 10000: 0.162127, 0.43757
  limit    : 0.162205, 0.43775
  unslowed : 0.161535, 0.43631
M=5 slopes in 1/R: J1/J0 = -4.8176, V1/V0 = -9.0391
remainder ratio on doubling R = 3.9951
M=3: J1/J0 = 0.0964
M=4: J1/J0 = -3.0799
M=4: unslowed J/M = 0.157661 k_des, R=100 error = -2.566 %
M=5: unslowed J/M = 0.161535 k_des, R=100 error = -3.616 %
M=6: unslowed J/M = 0.162293 k_des, R=100 error = -4.138 %
ideal J/M: M=20 0.162416, infinite 0.164083 k_des
ideal infinite row: z = 0.79953, q = 1.90011
M=4 limit bias: common factor 0.00031 %, one-way 25.06 %
2% rule, M=5: R = 219.6, worst error = 1.603 %
slowing row, cross = 4.99, 387.3 times
events per Si: unslowed 48224.1, slowed 321.0
event saving = 150.22 times
KMC M=5 R=20, 6000 runs of 112.29 s
  mean N: KMC 14.2797, master equation 14.2609
  var N : KMC 6.4769, master equation 6.4924
KMC M=20 R=20: J/M = 0.13979 +- 0.00119 k_des
KMC M=20 R=100: J/M = 0.15340 +- 0.00117 k_des
master equation M=6 R=20: J/M = 0.14226 k_des
growth M=5: unslowed 0.11717, slowed 0.11529 nm/min
hydrogen coverage, unslowed M=5 = 0.4210
E_des lower by 0.05 eV: growth changes 31.73 %
tunnelling at 1000 cm^-1: hops x 1.1348, growth +0.0486 %
H2 return/leave at sticking 1e-6 = 0.0732
Si adatom hops (0.7 eV) per deposition per dimer = 1.35e+10
```
